# Light-hole curvature of silicon along [100] at large hole energy

## The question

The top of silicon's valence band is described by three p-like orbitals, each with two spin states. The crystal is unstrained. Hole energy $E$ is counted downward from the valence edge, so it is positive inside the band. With $\mathbf k=k\,\mathbf n$ and $t=\hbar^2k^2/2m$, where $m$ is the free-electron mass, the orbital part of the hole Hamiltonian has the elements

$$
D_{ii}=\left[(\gamma_1-2\gamma_2)+6\gamma_2n_i^2\right]t,\qquad D_{ij}=6\gamma_3\,n_in_j\,t\quad(i\neq j).
$$

The spin-orbit part is $\frac{\Delta}{3}(1-\mathbf l\cdot\boldsymbol\sigma)$, where $\mathbf l$ is the orbital angular momentum in units of $\hbar$, with $l=1$, and $\boldsymbol\sigma$ are the Pauli matrices. Since $\mathbf l\cdot\boldsymbol\sigma$ equals $1$ for $J=3/2$ and $-2$ for $J=1/2$, this part is zero at the valence edge and $\Delta$ at the split-off edge. Take $\Delta>0$, $\gamma_2>0$ and $a\equiv\gamma_1-2\gamma_2>0$. The dimensionless curvature of a band is

$$
c=\frac{m}{\hbar^2}\frac{d^2E}{dk^2},
$$

so that $m/c$ is the curvature mass. The model inputs, chosen to be roughly those of silicon, are $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$ and $\Delta=0.044$ eV.

## Part (a)

**Find the heavy-hole and light-hole energies for $\mathbf k$ along [100].**

**Answer.** For this direction $D$ is diagonal. The longitudinal orbital $|L\rangle$, which points along $\mathbf k$, has energy $(\gamma_1+4\gamma_2)t$. The two transverse orbitals both have energy $at$, so they may be combined into states $|{\pm1}\rangle$ with angular momentum $\pm1$ about $\mathbf k$ and still have energy $at$. The longitudinal orbital has angular momentum zero about this axis.

Let $\parallel$ denote the component along $\mathbf k$. Then

$$
\mathbf l\cdot\boldsymbol\sigma=l_\parallel\sigma_\parallel+l_+\sigma_-+l_-\sigma_+ ,
$$

where $l_\pm$ raises or lowers the orbital projection and $\sigma_\pm$ flips the spin. The total projection along $\mathbf k$ is conserved.

The state $|{+1},\uparrow\rangle$ is alone in having projection $3/2$. There $\mathbf l\cdot\boldsymbol\sigma=1$, the spin-orbit energy vanishes, and

$$
E_{HH}=at .
$$

This is the heavy hole. Its curvature is $a$ at every $k$.

Projection $1/2$ is shared by $|L,\uparrow\rangle$ and $|{+1},\downarrow\rangle$. The diagonal elements of $\mathbf l\cdot\boldsymbol\sigma$ are $0$ and $-1$. The off-diagonal element is $\sqrt2$, because $l_+|L\rangle=\sqrt2\,|{+1}\rangle$. The hole Hamiltonian in this pair is therefore

$$
H=\begin{pmatrix}(\gamma_1+4\gamma_2)t+\Delta/3 & -\sqrt2\,\Delta/3\\ -\sqrt2\,\Delta/3 & at+2\Delta/3\end{pmatrix}.
$$

The negative projections give the same energies by time reversal, because the Hamiltonian is even in $\mathbf k$. The mean of the diagonal elements is $(\gamma_1+\gamma_2)t+\Delta/2$, and their difference is $6\gamma_2t-\Delta/3$. Define

$$
x=\frac{2\gamma_2t}{\Delta}.
$$

The square of the splitting between the roots is then

$$
\Delta^2\left(3x-\tfrac13\right)^2+4\cdot\frac{2\Delta^2}{9}=\Delta^2\left(9x^2-2x+1\right)\equiv\Delta^2S^2 .
$$

The lower root is the light hole and the upper root is the split-off hole:

$$
E_{LH}=(\gamma_1+\gamma_2)t+\frac{\Delta}{2}(1-S),\qquad S=\sqrt{1-2x+9x^2}.
$$

At $t=0$ the lower root vanishes, as it should at the valence edge.

## Part (b)

**Show that the light-hole curvature tends to the heavy-hole value at large energy. State the energy scale that controls the limit.**

**Answer.** Energy depends on $k$ through $t$, and $dt/dk=\hbar^2k/m$. The chain rule gives

$$
\frac{d^2E}{dk^2}=\frac{\hbar^2}{m}\frac{dE}{dt}+\left(\frac{\hbar^2k}{m}\right)^2\frac{d^2E}{dt^2}.
$$

Because $\hbar^2k^2/m=2t$, this means

$$
c=\frac{dE}{dt}+2t\frac{d^2E}{dt^2}.
$$

The derivatives of $S$ are

$$
\frac{dS}{dx}=\frac{9x-1}{S},\qquad
\frac{d^2S}{dx^2}=\frac{9S^2-(9x-1)^2}{S^3}=\frac{8}{S^3}.
$$

With $dx/dt=2\gamma_2/\Delta$,

$$
\frac{dE_{LH}}{dt}=\gamma_1+\gamma_2-\gamma_2\frac{9x-1}{S},\qquad
\frac{d^2E_{LH}}{dt^2}=-\frac{16\gamma_2^2}{\Delta S^3}.
$$

Substituting $t=x\Delta/2\gamma_2$ in the factor $2t$ gives

$$
c_{LH}=\gamma_1+\gamma_2\left[1-\frac{9x-1}{S}-\frac{16x}{S^3}\right].
$$

At $x=0$, where $S=1$, the curvature is $\gamma_1+2\gamma_2$. For $x\to\infty$, $S\to3x$, the second term in the bracket tends to $-3$ and the third to zero. Hence

$$
c_{LH}\to\gamma_1-2\gamma_2=a ,
$$

which is the heavy-hole curvature.

To find the rate, write $S=3x\sqrt{1+\epsilon}$ with $\epsilon=-2/(9x)+1/(9x^2)$. Expanding the root as $1+\epsilon/2-\epsilon^2/8$ gives

$$
S=3x\left[1-\frac1{9x}+\left(\frac1{18}-\frac1{162}\right)\frac1{x^2}+\dots\right]
=3x-\frac13+\frac4{27x}+\dots
$$

Since $\frac32x\Delta=3\gamma_2t$, the energy becomes

$$
E_{LH}=at+\frac{2\Delta}{3}-\frac{2\Delta}{27x}+\dots
$$

The two bands become parallel but keep a separation of $2\Delta/3$. The constant does not contribute to the curvature. The last term equals $-\Delta^2/(27\gamma_2t)$, and

$$
\left(\frac{d}{dt}+2t\frac{d^2}{dt^2}\right)\frac1t=\frac{3}{t^2}.
$$

Therefore

$$
c_{LH}-a\simeq-\frac{\Delta^2}{9\gamma_2t^2}=-\frac{4\gamma_2}{9x^2}.
$$

The controlling quantity is $x$. At large energy $E\simeq at$, so $x\simeq(2\gamma_2/a)E/\Delta$, and the condition $x\gg1$ reads

$$
E\gg\frac{a}{2\gamma_2}\,\Delta .
$$

For silicon $a=3.62$ and $a/2\gamma_2=5.32$, so $x=1$ corresponds to $at=0.234$ eV, about five times $\Delta=0.044$ eV. The scale is fixed only to within a factor of about three: $S$ has branch points at $|x|=1/3$, so the expansion in $1/x$ converges for $x>1/3$, where $6\gamma_2t=\Delta$ and $at=0.078$ eV. At $x=1$ the leading term gives $c_{LH}-a=-0.15$, against $-0.18$ from the exact formula. The relative error of the leading term is about 17% at $x=1$ and about 3.5% at $x=10$. The curvatures are already close at $x=1$. Their difference has fallen to $0.54\gamma_2$, from $2.2\gamma_2$ at $x=1/3$, and $\gamma_2$ is small beside $a$ here: the exact formula gives $c_{LH}=3.44$, within about 5% of $a$. In terms of energy the leading relative deviation is

$$
\frac{c_{LH}}{a}-1\simeq-\frac{a}{9\gamma_2}\left(\frac{\Delta}{E}\right)^2 .
$$

## Part (c)

**Explain the limit through the orbital content of the light hole.**

**Answer.** Let $w$ be the weight of $|L\rangle$ in the light-hole state. The derivative $dH/dt$ is diagonal, with elements $\gamma_1+4\gamma_2=a+6\gamma_2$ and $a$. The Hellmann-Feynman theorem then gives

$$
\frac{dE_{LH}}{dt}=a+6\gamma_2w .
$$

Comparison with the derivative found in part (b) yields

$$
w=\frac12-\frac{9x-1}{6S}.
$$

This weight is $2/3$ at the band edge and falls to zero at large $x$. Spin-orbit coupling mixes the longitudinal and transverse orbitals with a fixed strength of order $\Delta$, while their energy difference $6\gamma_2t$ grows with $k$. Once that difference dominates, the light hole is a transverse orbital like the heavy hole. If $\Delta=0$, the lower root is $at$ for every $k$, and the two bands coincide.

## Part (d)

**Does the curvature approach its limit monotonically? Locate any extremum.**

**Answer.** Differentiating $c=E'+2tE''$, with primes for $d/dt$, gives $dc/dt=3E''+2tE'''$. From part (b),

$$
E'''=\frac{48\gamma_2^2}{\Delta S^4}\,\frac{9x-1}{S}\,\frac{2\gamma_2}{\Delta},\qquad
2tE'''=\frac{96\gamma_2^2\,x(9x-1)}{\Delta S^5}.
$$

Hence

$$
\frac{dc_{LH}}{dt}=\frac{48\gamma_2^2}{\Delta S^5}\left[2x(9x-1)-S^2\right]
=\frac{48\gamma_2^2}{\Delta S^5}\left(9x^2-1\right).
$$

The curvature falls until $x=1/3$ and rises afterwards. At the minimum $S^2=4/3$, so $(9x-1)/S=\sqrt3$ and $16x/S^3=2\sqrt3$. This gives

$$
c_{\min}=\gamma_1+\gamma_2(1-3\sqrt3),
$$

which lies below $a$ by $3(\sqrt3-1)\gamma_2$. The curvature therefore crosses $a$ once, before the minimum, and then approaches it from below.

The slope $dE_{LH}/dt$ behaves differently: it decreases steadily toward $a$ from above, because $E''<0$. The undershoot comes from the term $2tE''$. In terms of the weight,

$$
c_{LH}-a=6\gamma_2\left(w+2t\frac{dw}{dt}\right).
$$

At large $t$ the weight falls as $t^{-2}$, so the bracket tends to $-3w$, which is negative.

With the silicon-like inputs, the six-band minimum is $c_{\min}=4.3+0.34(1-5.196)=2.87$, which is 21% below $a$. It occurs at $E=0.097$ eV, or $2.2\Delta$. The crossing is at $x=0.143$ and $E\approx\Delta$. Equality of the curvatures there is not the asymptotic limit, since the longitudinal weight is still 0.45. The energy of the crossing in units of $\Delta$ depends on $\gamma_1/\gamma_2$, so its closeness to one belongs to these parameters.

## Part (e)

**Evaluate the six-band light-hole curvature, with the silicon-like inputs, at $E=10\Delta=0.44$ eV.**

**Answer.** The determinant of $H-E$ vanishes. With $\tau=t/\Delta$ this condition is

$$
\left(5.66\tau-\tfrac{29}{3}\right)\left(3.62\tau-\tfrac{28}{3}\right)=\tfrac29,
$$

or $20.489\tau^2-87.82\tau+90=0$. At a given energy the light hole has a larger $k$ than the split-off hole, so the larger root is required:

$$
\tau=\frac{87.82+\sqrt{87.82^2-4(20.489)(90)}}{2(20.489)}=2.591 .
$$

Thus $t=0.114$ eV and $x=0.68\times2.591=1.762$. With $\hbar^2/2m=0.0381$ eV nm$^2$, the wavevector is $k=\sqrt{0.114/0.0381}=1.73$ nm$^{-1}$. Next, $S=\sqrt{1-3.524+27.94}=5.04$, and

$$
c_{LH}=4.3+0.34\,(1-2.947-0.220)=3.56 .
$$

The curvature mass is $0.281m$, against $0.276m$ for the heavy hole and $0.201m$ for the light hole at the band edge. The curvature is 1.6% below $a$. The leading energy law gives 1.2%, so it is only a rough guide here. Within the six-band model the deviation stays below 1% beyond $E=0.54$ eV, about $12\Delta$.

## Part (f)

**When does the result fail within the six-band model, and how far does it apply to real silicon?**

**Answer.** The sign of $\gamma_2$ matters. For $\gamma_2<0$, $x$ is negative and $S\to3|x|$, so the lower root of $H$ has the limiting curvature $\gamma_1+4\gamma_2$. It follows the longitudinal orbital, which then has the lower hole energy, and does not join the band of curvature $a$.

The direction matters as well. Along [110], $n_1=n_2=1/\sqrt2$, and the orbital energies divided by $t$ are $\gamma_1+\gamma_2\pm3\gamma_3$ and $a$. At large $k$ their separations exceed $\Delta$, and these numbers become the curvatures. The two lowest hole bands then have curvatures 0.29 and 3.62, which do not approach each other.

For real silicon the correction estimated here comes from bands outside the six-band set. Suppose that each transverse orbital is repelled by a conduction p orbital at a rough gap $G=3.4$ eV, with the coupling chosen to keep the band-edge curvature $a$. Including the free-electron term, which is $-t$ in hole energy, the heavy-hole energy is

$$
E_{HH}=-t-\frac G2+\sqrt{\frac{G^2}{4}+(a+1)Gt}.
$$

For small $t$ this reduces to $at$. Applying $d/dt+2t\,d^2/dt^2$ gives

$$
c_{HH}=-1+(a+1)\left[1+\frac{4(a+1)t}{G}\right]^{-3/2}.
$$

At the wavevector of part (e), held fixed, the bracket is $1.62$ and $c_{HH}=1.24$, a fall of 66% from $3.62$. When the longitudinal orbital is also coupled to a conduction s orbital at a rough gap of 4.2 eV, and spin-orbit coupling among the conduction states is neglected, numerical diagonalization gives $c_{LH}=1.19$. The two curvatures still differ by only about 4% of the heavy-hole value, but neither is near $3.62$. In this estimate the heavy-hole curvature vanishes at about 0.8 eV. That value and the size of the fall depend on assigning the whole coupling to one conduction level at a fixed gap, so they show the trend and are not measured properties of silicon. The limit $x\to\infty$ is thus a property of the six-band model. At the wavevector of part (e) the estimate changes the common value of the curvatures far more than it changes their difference.

The correction already matters at much smaller $k$. At $x=1/3$, where the six-band light-hole curvature has its minimum, the formula above gives $c_{HH}=2.91$. This is a fall of 0.71, nearly as large as the undershoot of 0.75 found in part (d). In the same estimate $c_{LH}=2.15$ at this wavevector, and $c_{LH}$ keeps falling with no local minimum. The difference $c_{LH}-c_{HH}$ still has its dip there, about $-0.76$. The undershoot relative to the heavy hole thus survives in this estimate, but the depth and position of the minimum of $c_{LH}$ itself cannot be carried over from the six-band model to real silicon.

The parameters used are rough but typical of silicon. The wavevector in part (e) is about 15% of the distance from the zone centre to the boundary along [100]. At 300 K, $k_BT$ is 26 meV and the Boltzmann factor at $10\Delta$ is $4\times10^{-8}$ relative to the band edge, so in a nondegenerate layer near equilibrium very few holes reach this energy. Light holes at thermal energies lie where the curvature along [100] still varies strongly, so a single curvature mass does not describe them well. Confinement and strain in a transistor channel alter the bands further and are outside this calculation. The remaining values along the energy axis are in the numerical output.

## Calculated quantities

```
Rough inputs: g1 = 4.3, g2 = 0.34, g3 = 1.45, Delta = 0.044 eV
hbar^2/2m = 0.03810 eV nm^2
HH curvature a = 3.620, mass = 0.2762 m
LH curvature at k=0: 4.980, mass = 0.2008 m
Ratio 2*g2/a = 0.1878; a/(2*g2) = 5.324
Energy at which a*t gives x=1: 0.234 eV
Table at fixed LH energy; w = longitudinal orbital weight
E/Delta  E(eV)  k(1/nm)    x     c_LH  c_LH/a  mass(m)    w
    1    0.044   0.492   0.143   3.625  1.0015  0.2758   0.4500
    2    0.088   0.714   0.300   2.888  0.7978  0.3463   0.2419
    5    0.220   1.189   0.832   3.361  0.9283  0.2976   0.0416
   10    0.440   1.730   1.762   3.563  0.9843  0.2806   0.0088
   20    0.880   2.485   3.636   3.607  0.9965  0.2772   0.0020
Crossing c_LH=a: x = 0.143, E = 0.044 eV = 1.00 Delta
Minimum of c_LH: x = 0.333, E = 0.097 eV = 2.20 Delta
Within 1% beyond: x = 2.185, E = 0.540 eV = 12.26 Delta
Minimum c_LH = 2.873, c_LH/a = 0.794, mass = 0.3480 m
Example point: E_LH = 10 Delta
LH-HH energy separation there: 27.38 meV
Limiting separation 2*Delta/3: 29.33 meV
Relative curvature deviation, computed: -1.57 %
Relative deviation, leading energy law: -1.18 %
[110] large-k curvatures: 0.290 and 3.620
Neglected effects at the example wavevector
Rough remote gaps: 3.4 eV (p), 4.2 eV (s)
With remote bands: c_HH = 1.242, c_LH = 1.188
Remote-band change of c_HH: -65.7 %
LH-HH curvature difference with remote bands: -0.054
LH energy with remote bands: 0.374 eV
HH curvature vanishes at E_HH = 0.80 eV (estimate)
Rough lattice constant: 0.54 nm
k / (2 pi / lattice constant) = 0.149
kT at 300 K = 25.85 meV
Boltzmann factor exp(-10 Delta/kT) = 4.1e-08
```
